# Why an hBN spacer can reduce trap and phonon scattering

Q: My channel conducts better on hBN over oxide than directly on the oxide. The oxide and its charged traps are still there. What has the spacer changed?

A: One thing it changes is how strongly charges at the oxide surface act on the channel. It may also offer a smoother surface, which I leave aside. To see the size of the electrical effect, take a thin channel at \(z=0\), vacuum above it, a clean spacer for \(-d<z<0\), and oxide below. The traps lie at \(z=-d\). I compare devices with equal carrier density and equal trap density; a spacer also thickens the gate dielectric, so the gate voltage must be readjusted. The channel is idealized as a sheet with no thickness, no gap beneath it and no polarizability of its bound electrons. Retardation and gate screening are also left out. Formulas are in Hartree units.

hBN is layered, with permittivity \(\epsilon_\parallel\) along the layers and \(\epsilon_z\) across them. For a potential \(\phi(z)e^{i\mathbf q\cdot\mathbf r}\) made by a charge sheet \(\sigma\) at \(z_0\), Poisson's equation is

\[
\frac{d}{dz}\left(\epsilon_z\frac{d\phi}{dz}\right)-\epsilon_\parallel q^2\phi=-4\pi\sigma\,\delta(z-z_0).
\]

Inside the spacer, \(\phi''=s^2q^2\phi\) with \(s=\sqrt{\epsilon_\parallel/\epsilon_z}\). Each component therefore varies as \(e^{\pm sqz}\). My static values are \(\epsilon_\parallel=7\) and \(\epsilon_z=3.5\), so \(s=1.414\): fields die faster than they would in an isotropic medium.

Q: A decaying exponential is suggestive, but the spacer has two surfaces. What reaches the channel?

A: First put a unit charge wave in the channel. In the oxide \(\phi\propto e^{q(z+d)}\). Call its interface value \(\phi_s\), and write in the spacer

\[
\phi=\phi_s\{\cosh[sq(z+d)]+c\,\sinh[sq(z+d)]\}.
\]

Continuity of \(\epsilon_z\phi'\) at \(z=-d\) requires \(\epsilon_z s q c=\epsilon_{ox}q\). Since \(\epsilon_z s=\sqrt{\epsilon_\parallel\epsilon_z}\equiv g\), this gives \(c=\epsilon_{ox}/g\). With \(x=sqd\) and \(t=\tanh x\), the effective permittivity seen below the channel is

\[
\epsilon_{dn}=\left.\frac{\epsilon_z\phi'}{q\phi}\right|_{0^-}
=g\,\frac{\sinh x+c\cosh x}{\cosh x+c\sinh x}
=g\,\frac{\epsilon_{ox}+gt}{g+\epsilon_{ox}t}.
\]

Above the channel \(\phi'=-q\phi\). Integrating Poisson's equation across the unit charge gives \(-q\phi-\epsilon_{dn}q\phi=-4\pi\), so

\[
\phi_{00}=\frac{4\pi}{q(1+\epsilon_{dn})},\qquad
\frac{\phi_s}{\phi(0)}=T=\frac{1}{\cosh x+(\epsilon_{ox}/g)\sinh x}.
\]

Now exchange source and observer. Multiply the equation for each of two sources by the other's potential, subtract, and integrate over \(z\). The left side is a total derivative that vanishes at infinity, so the two mutual potentials are equal. A unit trap charge thus produces \(T\phi_{00}\) in the channel.

The carriers respond with charge \(-PW\) to the total potential \(W\). Hence \(W=T\phi_{00}-\phi_{00}PW\), or

\[
W=\frac{4\pi T}{q(1+\epsilon_{dn})+4\pi P}.
\]

For large \(x\), \(T\simeq 2e^{-x}/(1+\epsilon_{ox}/g)\). The full formula for \(W\) agrees with a direct numerical solution of the layered Poisson equation to better than 0.1% at the two wave numbers tested.

Q: What is \(P\), and may it be taken as a constant?

A: For a parabolic band of mass \(m\) at zero temperature, in the random-phase approximation, it may be for \(q\le2k_F\), which covers all elastic scattering on the Fermi circle. Let \(\nu\) be the number of spin and valley copies. The two occupation terms in the static response are equal after \(\mathbf k\to-\mathbf k-\mathbf q\), so

\[
P=2\nu\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,
\mathcal P\frac{m}{q^2/2+kq\cos\theta}.
\]

The substitution \(u=\tan(\theta/2)\) shows that the principal-value integral of \(1/(a+b\cos\theta)\) over a full circle is \(2\pi/\sqrt{a^2-b^2}\) for \(a>b>0\) and zero for \(0<a<b\). Only \(k<q/2\) contributes:

\[
P=\frac{\nu m}{\pi q}\int_0^{q/2}\frac{k\,dk}{\sqrt{q^2/4-k^2}}
=\frac{\nu m}{\pi q}\,\frac q2=\frac{\nu m}{2\pi}.
\]

With \(m=0.5\) and \(\nu=4\), \(4\pi P=4.0\) in atomic units.

Q: How does the screened potential become a scattering rate?

A: For uncorrelated traps of density \(n_t\), use the Born approximation and weight each event by its loss of forward momentum:

\[
\frac1\tau=2\pi n_t\int\frac{d^2k'}{(2\pi)^2}W^2(1-\cos\theta)\,\delta(E'-E_F).
\]

Since \(k'dk'=m\,dE'\), the energy integral leaves \(n_tm/(2\pi)\) times an integral over the circle. Its two halves are equal, so

\[
\frac1\tau=\frac{n_tm}{\pi}\int_0^\pi W^2(q)(1-\cos\theta)\,d\theta,
\qquad q=2k_F\sin\frac\theta2.
\]

My example has \(5\times10^{12}\) carriers and \(10^{12}\) traps per cm², \(k_F=0.396\ \mathrm{nm}^{-1}\), \(E_F=12.0\) meV and a static oxide permittivity of 4. These are round model parameters. The rates are:

- no spacer: 5.24 ps⁻¹
- 1 nm: 0.998 ps⁻¹
- 3 nm: 0.0639 ps⁻¹
- 10 nm: 0.00153 ps⁻¹

At 3 nm the rate is 1.2% of its original value. These rates are for zero temperature. At 300 K, \(k_BT\) exceeds \(E_F\) and the carriers screen less, so both the rates and their ratio would differ. The trap-limited mobility rises from about 670 to \(5.5\times10^4\ \mathrm{cm^2/(V\,s)}\). The second number is not a device prediction, because other scattering will take over. Without the spacer \(E_F\tau=3.5\), so treating collisions as separate events has only a moderate margin there. The Born approximation for each trap is a further assumption, which \(E_F\tau\) does not test.

Q: From 3 to 10 nm I would have expected a much larger drop if the field is exponential.

A: Each Fourier component is exponential, but the rate adds many components, and those with small \(q\) survive. Suppose \(k_Fsd\gg1\), and suppose carrier screening dominates at the important \(q\sim1/(sd)\). Then \(W\simeq T/P\), \(q\simeq k_F\theta\), \(1-\cos\theta\simeq q^2/(2k_F^2)\) and \(d\theta\simeq dq/k_F\). Therefore

\[
\frac1\tau\simeq\frac{n_tm}{2\pi k_F^3P^2}\int_0^\infty q^2T^2\,dq
=\frac{n_tm}{P^2}\,\frac{I}{2\pi(k_Fsd)^3},
\quad I=\int_0^\infty x^2T^2dx.
\]

Here \(I=0.298\). The prefactor can be read from the Fermi energy: with \(n=\nu k_F^2/(4\pi)\) and \(E_F=k_F^2/(2m)\),

\[
\frac{n_tm}{P^2}=\frac{4\pi^2n_t}{\nu^2m}=\frac{2\pi}{\nu}\frac{n_t}{n}E_F
=0.314\,E_F.
\]

This is also the no-spacer rate for complete screening, because \(T=1\) and the angular integral is \(\pi\). It would give \(E_F\tau=3.18\); the calculated 3.47 shows that screening is already nearly complete. In inverse picoseconds the prefactor is \(5.24\times3.47/3.183=5.71\). At 10 nm, \(k_Fsd=0.396\times1.414\times10=5.60\), and

\[
5.71\times\frac{0.298}{2\pi(5.60)^3}=0.00154\ \mathrm{ps}^{-1},
\]

close to the full integral, 0.00153 ps⁻¹. The approach is not monotonic: at 3 nm the full rate is 12% above the cube law, while at 1 nm the law gives 1.54 ps⁻¹ against the full 0.998 ps⁻¹.

Weak carrier screening gives another limit. If \(4\pi P\ll q(1+\epsilon_{dn})\) at the important \(q\), while \(k_Fsd\gg1\), the factor \(1/q^2\) in \(W^2\) cancels the \(q^2\) from the angular weight:

\[
\frac1\tau\simeq\frac{8\pi n_tm}{k_F^3sd}\int_0^\infty\frac{T^2}{(1+\epsilon_{dn})^2}\,dx.
\]

The fall is then only \(1/d\). For the degenerate channel treated here, this requires at least \(2\nu m\ll k_F(1+g)\) in atomic units. In my example the left side is 32 times the right, so there is no such range. Even with \(m=0.03\) and \(\nu=2\) at the same density the ratio is 0.7, so neither example reaches the \(1/d\) law. At sufficiently small \(q\), a nonzero \(P\) restores the cube law.

Q: Could the gain come from hBN screening the charges better, rather than from distance?

A: Put the same charges in the channel plane. Then \(T=1\), while \(\epsilon_{dn}\) still contains the spacer. A 3 nm spacer changes their scattering rate by a factor 0.984. Extra screening at the channel therefore supplies almost none of the gain in this example, where the carriers screen strongly, and charged defects within the channel receive almost no help. Without carrier screening, a thick spacer would multiply the rate from such defects by about \([(1+\epsilon_{ox})/(1+g)]^2=0.71\). The gain comes from the decay of the field across the spacer. That decay depends on \(sd\), not on distance alone: in the cube law, hBN's anisotropy lowers the rate by \(s^3=2.8\) compared with an isotropic spacer of the same thickness and the same \(g\).

That limits the total improvement. If remote traps cause a fraction \(f\) of the elastic rate at the Fermi energy, and the spacer multiplies their part by \(R\) while leaving the rest unchanged, then

\[
\frac{\mu_d}{\mu_0}=\frac{1}{1-f+fR}.
\]

Even for \(R\to0\), this tends to \(1/(1-f)\). Charges inside the spacer or on its upper surface would add scattering absent from this model.

Q: What about the oxide's polar phonons? They are not charges left behind by processing.

A: Their vibrating polarization also produces an electric field at the oxide surface. Represent the oxide by one soft polar mode, absorbing its stiffer modes into \(\epsilon_\infty\):

\[
\epsilon_{ox}(\omega)=\epsilon_\infty+
\frac{(\epsilon_0-\epsilon_\infty)\omega_{TO}^2}{\omega_{TO}^2-\omega^2}.
\]

I use \(\epsilon_\infty=3\), \(\epsilon_0=4\), \(\omega_{TO}=60\) meV, and for the moment hold the spacer at its static permittivities. Looking up from the oxide, the earlier layer calculation with vacuum at the far end gives \(\epsilon_{up}=g(1+gt)/(g+t)\). A unit charge at the interface produces the local potential \(4\pi/[q(\epsilon_{ox}+\epsilon_{up})]\). A free vibration needs no external charge, so the denominator vanishes. Combining its terms,

\[
\epsilon_{ox}+\epsilon_{up}=(\epsilon_\infty+\epsilon_{up})
\frac{\omega_{SO}^2-\omega^2}{\omega_{TO}^2-\omega^2},\quad
\omega_{SO}^2=\omega_{TO}^2\frac{\epsilon_0+\epsilon_{up}}{\epsilon_\infty+\epsilon_{up}}.
\]

Without a spacer, \(\epsilon_{up}=1\) and \(\omega_{SO}=60\sqrt{5/4}=67.1\) meV. Under a thick spacer, \(\epsilon_{up}=g=4.95\) and it is 63.7 meV.

Q: How do you get the strength of the electron-phonon coupling from a classical permittivity?

A: Compare the classical response with that of a quantum oscillator. Let a drive \(Fe^{-i\omega t}\) couple to \(X=M(a+a^\dagger)\). The equations of motion give the components \(a=MF/(\omega-\omega_{SO})\) and \(a^\dagger=-MF/(\omega+\omega_{SO})\), hence

\[
\frac XF=M^2\frac{2\omega_{SO}}{\omega^2-\omega_{SO}^2}.
\]

Here \(F\) is the external charge wave, \(X\) the potential it feels, and \(M^2\) the squared coupling times area. The interface response contains

\[
\frac{1}{\epsilon_{ox}+\epsilon_{up}}=\frac1{\epsilon_\infty+\epsilon_{up}}
\left[1+\frac{\omega_{SO}^2-\omega_{TO}^2}{\omega^2-\omega_{SO}^2}\right].
\]

Matching the resonant terms gives the squared coupling at the interface,

\[
M_s^2=\frac{4\pi}{q}\,\frac{\omega_{SO}^2-\omega_{TO}^2}{2\omega_{SO}(\epsilon_\infty+\epsilon_{up})}.
\]

The coupling follows the mode's potential. Starting at the channel, where \(\phi'=-q\phi\) just above, the spacer solution is \(\phi(0)[\cosh(sqz)-\sinh(sqz)/g]\). At \(z=-d\) it equals \(b\phi(0)\), with \(b=\cosh x+\sinh x/g\). Thus \(M=M_s/b\). Using \(\omega_{TO}^2/\omega_{SO}^2=(\epsilon_\infty+\epsilon_{up})/(\epsilon_0+\epsilon_{up})\),

\[
M^2=\frac{2\pi\omega_{SO}}{qb^2}
\left[\frac1{\epsilon_\infty+\epsilon_{up}}-\frac1{\epsilon_0+\epsilon_{up}}\right].
\]

As a test at one wave number and thickness, a mode profile found numerically at the resonance \(\epsilon_{ox}=-\epsilon_{up}\) was given the energy of one quantum; the resulting \(M^2\) agrees within 0.5%.

Q: Will small \(q\) rescue this scattering too, as it did for traps?

A: Not for an electron at the band edge. It cannot emit a phonon, and after absorbing one its wave number must satisfy \(q^2/(2m)=\omega_{SO}(q)\). With \(n_B=1/(e^{\omega/k_BT}-1)\), the rate is

\[
\Gamma=\int_0^\infty k\,dk\,M^2n_B\,\delta\!\left(\frac{k^2}{2m}-\omega_{SO}(k)\right)
=\frac{mM^2n_B}{1-(m/q)\,d\omega_{SO}/dq}.
\]

The denominator comes from the derivative of the delta function's argument. For a thick spacer \(1/b^2\propto e^{-2sqd}\) at a fixed, nonzero \(q\), here \(0.914\ \mathrm{nm}^{-1}\). Each further nanometre multiplies the rate by \(\exp(-2\times1.414\times0.914)=0.075\).

An electron with kinetic energy \(E\) can be scattered forward with a smaller transfer, \(q_{min}=\sqrt{2m}(\sqrt{E+\omega}-\sqrt E)\). At \(E=k_BT=25.9\) meV this is \(0.501\ \mathrm{nm}^{-1}\). The protection is still exponential, but weaker.

Q: But hBN is polar as well. Haven't you just exchanged one set of phonons for another?

A: Yes, and this sets a floor. I now give the spacer two frequency-dependent responses of the same form as the oxide's: \(\epsilon_\parallel\) falls from 7 to 5 across a mode with transverse frequency 170 meV, and \(\epsilon_z\) from 3.5 to 3 across one at 100 meV. These rounded parameters represent hBN's anisotropy and stiff phonons. Just above each transverse frequency the two permittivities have opposite signs, so \(s\) is imaginary and the field oscillates through the spacer. Many guided modes can then occur.

There is no need to count them. Adding a small damping, define

\[
A(q,\omega)=-\frac1\pi\,\mathrm{Im}\,\frac{4\pi}{q[1+\epsilon_{dn}(q,\omega)]}.
\]

Near an undamped resonance the oscillator response is \(M^2/(\omega-\omega_{SO}+i0)\), so \(A=M^2\delta(\omega-\omega_{SO})\). The function therefore collects the squared couplings of all modes. The absorption rate is

\[
\Gamma(E)=\frac m\pi\int_0^\pi d\theta\int d\omega\,n_B(\omega)A(q,\omega),
\]

where \(q^2=k^2+k'^2-2kk'\cos\theta\), \(k=\sqrt{2mE}\) and \(k'=\sqrt{2m(E+\omega)}\). The prefactor is \(2\pi m/(2\pi)^2\), doubled for the two halves of the circle. This rate counts scattering events, without a momentum weight.

At 300 K, for dilute carriers whose own screening is neglected, the totals are:

- no spacer: 26.0 ps⁻¹ at the band edge, 23.9 ps⁻¹ at energy \(k_BT\)
- 1 nm: 3.25 and 3.53 ps⁻¹
- 3 nm: 1.68 and 1.65 ps⁻¹
- 10 nm: 1.67 and 1.58 ps⁻¹

Most of the benefit has arrived by 3 nm, where the band-edge rate is 6.5% of its original value. More hBN barely changes it.

Q: How do you know that the remainder belongs to hBN?

A: Freeze the spacer's vibrations while keeping its static permittivity. At 10 nm the band-edge rate drops from 1.67 to about \(10^{-10}\) ps⁻¹. Of the floor, 1.47 ps⁻¹ lies between 85 and 140 meV, around the softer hBN mode, and 0.20 ps⁻¹ lies above. The small 0.002 ps⁻¹ below 85 meV, which the output prints under the label "oxide", also disappears on freezing, so it is a damping tail of the spacer rather than surviving oxide scattering.

Q: Is the floor low because hBN phonons couple weakly?

A: Not in total. If \(n_B\) is removed from the band-edge integral, the 10 nm spacer gives 1.16 times the bare-oxide value. Most of that coupling, however, sits in stiff modes that are thermally almost empty. The occupation is 0.081 for the bare oxide mode, but 0.021 at 100 meV and 0.0014 at 170 meV. The coupling-weighted mean occupation in the spacer follows from the rate ratio:

\[
0.081\times\frac{0.064}{1.16}=0.0045,
\]

which lies between the two hBN values. The two bands behave differently. The softer one runs from 100 meV to its longitudinal frequency \(100\sqrt{3.5/3}=108\) meV, where \(n_B\) falls from 0.021 to 0.016. Its 1.47 ps⁻¹ therefore corresponds to 70–92 ps⁻¹ without \(n_B\), against \(26.0/0.081\approx320\) ps⁻¹ for the bare oxide, or about a quarter. For this band, which supplies 88% of the floor, weaker coupling and lower occupation each contribute roughly a factor of four. The stiff band holds the remaining coupling, about 0.9 of the bare-oxide value, and is suppressed by its occupation. An electron with enough energy to emit an hBN phonon has the factor \(n_B+1\) instead, so this protection is lost. I have not calculated that hot-electron rate. On a nonpolar substrate, which has no surface-phonon rate to remove, polar hBN would add one.

Q: Which of these numbers should I trust most, and may I add the two rates?

A: Among the phonon rates, those with a thick spacer suffer less from collision broadening than the bare-oxide rate. From \(E_F\tau=3.47\) at 5.24 ps⁻¹, a rate of 1 ps⁻¹ corresponds to \(12.0/(3.47\times5.24)=0.66\) meV. The bare phonon rate thus means a broadening of about 17 meV, comparable with \(k_BT\), and the golden rule is strained there. At the floor the broadening is near 1 meV. That does not make the floor a device prediction. In a real channel, bound electrons with sheet polarizability \(\chi\) add \(4\pi\chi q^2\) to the denominator of the potential, and a gap beneath the channel weakens the field further. Both can lower the absolute phonon rates substantially; in the screened trap rate the \(\chi\) term has to compete with \(4\pi P\) and matters much less.

The rates should not be added. The trap calculation is for a degenerate, screened channel at zero temperature; the phonon calculation is for dilute, unscreened carriers at 300 K. A room-temperature device mobility needs both mechanisms at the same density, with finite-temperature and dynamic screening. What carries over is the criterion for success: the spacer helps when oxide-surface traps or soft oxide phonons limit the channel, and when the hBN brings less defect and phonon scattering than it removes. The complete values are in the numerical output below.

## Computed values

```
INPUTS
mass 0.5 m_e; spin-valley factor 4
carriers 5.0e+12, traps 1.0e+12 cm^-2
oxide: eps_inf 3.0, eps_0 4.0, TO 60 meV
spacer in-plane: eps_inf 5.0, eps_0 7.0, TO 170 meV
spacer normal: eps_inf 3.0, eps_0 3.5, TO 100 meV
kT at 300 K: 25.85 meV
TRAPS, T = 0
s = 1.4142, g = 4.9497
kF = 0.3963 nm^-1, EF = 11.97 meV
P = 0.3183, 4 pi P = 4.0000 (atomic units)
EF*tau without spacer = 3.47
d 0 nm: rate 5.238 ps^-1, ratio 1
d 1 nm: rate 0.9978 ps^-1, ratio 0.1905
d 3 nm: rate 0.06388 ps^-1, ratio 0.0122
d 10 nm: rate 0.001533 ps^-1, ratio 0.0002927
trap-limited mobility, d 0: 672 cm^2/(V s)
trap-limited mobility, d 3 nm: 5.51e+04 cm^2/(V s)
cube-law integral I = 0.2981
full rate / cube law, d 3 nm: 1.1205
full rate / cube law, d 10 nm: 0.9960
full rate / cube law, d 100 nm: 0.9985
channel-plane charges, rate 3 nm / 0: 0.9842
PHONON ABSORPTION, 300 K
bare oxide mode 67.08 meV, q 0.9383 nm^-1
thick-spacer oxide mode 63.66 meV
its q 0.9140 nm^-1; decay per nm 0.0754
smallest q at energy kT: 0.5014 nm^-1
edge, d 0 nm: total 26, oxide 26 ps^-1, ratio 1.0000
edge, d 1 nm: total 3.252, oxide 1.73 ps^-1, ratio 0.1251
edge, d 3 nm: total 1.678, oxide 0.0134 ps^-1, ratio 0.0645
edge, d 10 nm: total 1.667, oxide 0.0023 ps^-1, ratio 0.0641
kT, d 0 nm: total 23.93, oxide 23.9 ps^-1, ratio 1.0000
kT, d 1 nm: total 3.528, oxide 2.11 ps^-1, ratio 0.1474
kT, d 3 nm: total 1.652, oxide 0.0772 ps^-1, ratio 0.0690
kT, d 10 nm: total 1.581, oxide 0.00212 ps^-1, ratio 0.0661
SPACER FLOOR, band-edge electron, d 10 nm
85-140 meV: 1.47 ps^-1
140-260 meV: 0.1953 ps^-1
spacer phonons frozen: 1.36e-10 ps^-1
ratio to bare oxide with n_B removed: 1.1598
n_B at 67.1 meV: 0.08068
n_B at 100.0 meV: 0.02134
n_B at 170.0 meV: 0.00140
```
